**Dynamic and adiabatic phonon shifts in a doped honeycomb sheet**

For linear Dirac bands at zero temperature, the dynamic shift relative to the undoped sheet is $K\{|\mu|+(\omega/4)\ln|(2|\mu|-\omega)/(2|\mu|+\omega)|\}$, and the amplitude damping rate is $\pi K\omega/4$ for $|\mu|<\omega/2$ and zero beyond. Here $\mu$ is the chemical potential, $\omega$ the undoped phonon frequency and $K=Ag^2/(2\pi Mv^2\omega)$, with cell area $A$, coupling $g$, reduced mass $M$ and Dirac velocity $v$, in Hartree atomic units. The program asserts the closed form, its logarithmic slope and its sign change against principal-value quadrature. It asserts the shifts and decay rates against real-time motion of the displacement coupled to Bloch vectors, within stated tolerances. Sums over the honeycomb Brillouin zone test the response at complex frequency, and a frozen displacement tests the adiabatic cancellation. The output shows opposite static interband and intraband changes of about 0.0086 Ha on the scale of the bracket, with a lattice remainder of about $-5\times10^{-5}$ Ha. Direct thermal integrals test the low-temperature formula at the threshold and show the softening nearly gone at about 316 K.

## Program and output

```python
# RESULT UNDER TEST (Hartree atomic units, hbar = 1)
# Uniform optical phonon of a doped honeycomb sheet with Dirac bands:
#   dynamic shift    = K*S,  S = |mu| + (w/4) ln|(2|mu|-w)/(2|mu|+w)|
#   amplitude damping = (pi*K*w/4) for |mu| < w/2, zero for |mu| > w/2
#   adiabatic shift from doping = 0 (rigid displacement of the cone)
# K = A g^2/(2 pi M v^2 w); A cell area, g coupling, M reduced mass,
# v Dirac velocity, w phonon frequency, mu chemical potential, T = k_B*temp.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit
from scipy.special import expit

hop, hop_slope, bond = 0.1, 0.1, 2.7
mass, omega = 11000.0, 0.007
velocity = 1.5 * hop * bond
coupling = 1.5 * hop_slope
area = 1.5 * np.sqrt(3) * bond**2
K = area * coupling**2 / (2 * np.pi * mass * velocity**2 * omega)
gamma0 = np.pi * K * omega / 4
to_cm = constants.physical_constants[
    'hartree-inverse meter relationship'][0] / 100
to_kelvin = constants.physical_constants['hartree-kelvin relationship'][0]


def shift_function(mu):
    m = abs(mu)
    return m + omega / 4 * np.log(abs((2*m - omega) / (2*m + omega)))


def shift_complex(mu, z):
    """Same function continued to frequency z in the upper half plane."""
    m = np.abs(mu)
    return m - z / 4 * (np.log(z + 2*m) - np.log(z - 2*m))


def thermal_average(mu, T, z):
    x = np.linspace(-40, 40, 40001)
    weight = expit(x) * expit(-x)
    return np.sum(weight * shift_complex(mu + T*x, z)) / np.sum(weight)


# --- Principal-value integral against the closed form -------------------
def pv_integral(mu):
    return quad(lambda e: e*e / (e + omega/2), 0, mu, weight='cauchy',
                wvar=omega/2, limit=400)[0]


for mu in (0.001, 0.003, 0.0034, 0.0036, 0.006, 0.02):
    assert abs(pv_integral(mu) - shift_function(mu)) < 1e-6 * omega
for side in (-1, 1):
    near = pv_integral(omega/2 * (1 + side*1e-4))
    far = pv_integral(omega/2 * (1 + side*1e-3))
    assert abs((near - far) / (-omega/4*np.log(10)) - 1) < 2e-3
small = 0.0002
assert abs(pv_integral(small) / (-4*small**3/(3*omega**2)) - 1) < 0.01
y_zero = brentq(lambda y: y - 1/np.tanh(y), 1.01, 2)
mu_zero = y_zero * omega / 2
assert abs(pv_integral(mu_zero)) < 1e-6 * omega


# --- Real-time motion: displacement coupled to Bloch vectors ------------
def ring_down(mu, cutoff=0.05, n_energy=400, n_angle=6, dt=5.0, steps=3600):
    """Frequency and amplitude decay rate from the equations of motion."""
    de = cutoff / n_energy
    energy = (np.arange(n_energy) + 0.5) * de
    energy = energy[energy > mu]          # blocked pairs carry no pseudospin
    angle = (np.arange(n_angle) + 0.5) * 2*np.pi / n_angle
    hx = np.outer(energy, np.cos(angle)).ravel()
    hy = np.outer(energy, np.sin(angle)).ravel()
    e_all = np.repeat(energy, n_angle)
    weight = 4*e_all*de*(2*np.pi/n_angle) / (4*np.pi**2*velocity**2)
    # bare spring chosen so that the undoped static frequency is omega
    spring = mass*omega**2 + area*coupling**2*cutoff/(np.pi*velocity**2)
    n = len(hx)
    start = 1e-6
    y = np.zeros(3*n + 2)
    y[:n], y[n:2*n] = -hx/e_all, -hy/e_all
    y[-1] = mass * omega * start

    def rate(state):
        sx, sy, sz = state[:n], state[n:2*n], state[2*n:3*n]
        h = hx + coupling * state[-2]
        out = np.empty_like(state)
        out[:n] = 2*hy*sz
        out[n:2*n] = -2*h*sz
        out[2*n:3*n] = 2*(h*sy - hy*sx)
        out[-2] = state[-1] / mass
        out[-1] = -spring*state[-2] - area*coupling*np.dot(weight, sx)
        return out

    trace = np.empty(steps)
    for i in range(steps):
        k1 = rate(y)
        k2 = rate(y + dt/2*k1)
        k3 = rate(y + dt/2*k2)
        k4 = rate(y + dt*k3)
        y = y + dt/6*(k1 + 2*k2 + 2*k3 + k4)
        trace[i] = y[-2] / start
    time = dt * np.arange(1, steps + 1)
    keep = time > 3 * 2*np.pi/omega       # skip the switching transient

    def model(t, a, b, rel, damp):
        phase = omega*(1 + rel)*t
        return np.exp(-damp*omega*t)*(a*np.cos(phase) + b*np.sin(phase))
    p, _ = curve_fit(model, time[keep], trace[keep], p0=(0, 1, 0, 0.002))
    return omega*(1 + p[2]), omega*p[3]


freq_undoped, decay_undoped = ring_down(0.0)
assert abs(decay_undoped/gamma0 - 1) < 0.05   # second order in K, finite time
motion = []
for mu in (0.003, 0.006, 0.012):
    freq, decay = ring_down(mu)
    motion.append((mu, freq - freq_undoped, K*shift_function(mu), decay))
    # fit resolution: about 0.02 rad of phase over the observation time
    assert abs(motion[-1][1] - motion[-1][2]) < 1.5e-6
    if mu > omega/2:
        assert abs(decay) < 0.05*gamma0
    else:
        assert abs(decay/gamma0 - 1) < 0.15   # edge transient close by

# --- Honeycomb lattice: full Brillouin-zone sums ------------------------
n_grid = 1200
theta = (np.arange(n_grid) + 0.5) * 2*np.pi / n_grid
phase1 = np.exp(-1j*theta)[:, None]
phase2 = np.exp(-1j*theta)[None, :]
projection = (1.0, -0.5, -0.5)            # bond directions on displacement


def bloch_element(a, b, c):
    return -(a + b*phase1 + c*phase2)


element = bloch_element(hop, hop, hop)
vertex = bloch_element(*(-hop_slope*c for c in projection))
band = np.abs(element)
rotated = vertex * np.conj(element) / band
inter2, intra2 = rotated.imag**2, rotated.real**2
prefactor = area*coupling**2/(np.pi*velocity**2)
T_lat = 0.001


def pair_occupation(mu, T):
    return expit((band + mu)/T) - expit((mu - band)/T)


z_lat = omega + 0.001j
lattice_rows = []
for mu in (0.0035, 0.010):
    blocked = pair_occupation(mu, T_lat) - 1
    lattice = 2*np.mean(inter2*blocked*4*band/(z_lat**2 - 4*band**2))
    lattice /= prefactor
    dirac = thermal_average(mu, T_lat, z_lat)
    lattice_rows.append((mu, lattice, dirac))
    assert abs(lattice - dirac) < 0.03*mu     # band curvature, (mu/hop)^2

# --- Frozen displacement: adiabatic curvature change from doping --------
mu_ad = 0.010


def doping_potential(w):
    """Grand potential per cell at mu_ad minus that at mu = 0."""
    e = np.abs(bloch_element(*(hop - hop_slope*c*w for c in projection)))

    def grand(mu):
        return -2*T_lat*np.mean(np.logaddexp(0, (mu - e)/T_lat)
                                + np.logaddexp(0, (mu + e)/T_lat))
    return grand(mu_ad) - grand(0.0)


step = 0.02
frozen = (doping_potential(step) - 2*doping_potential(0.0)
          + doping_potential(-step)) / step**2 / prefactor


def static_parts(mu):
    inter = -2*np.mean(inter2*pair_occupation(mu, T_lat)/band)
    up, down = expit((mu - band)/T_lat), expit((mu + band)/T_lat)
    intra = -2*np.mean(intra2*(up*(1-up) + down*(1-down)))/T_lat
    return np.array([inter, intra]) / prefactor


static_doped = static_parts(mu_ad)
static_undoped = static_parts(0.0)
change = static_doped - static_undoped
thermal_mu = 2*T_lat*np.log(2*np.cosh(mu_ad/(2*T_lat)))
thermal_zero = 2*T_lat*np.log(2)
expected = thermal_mu - thermal_zero
assert abs(frozen) < 0.02*mu_ad
assert abs(frozen - change.sum()) < 2e-3*mu_ad
assert abs(change[0] - expected) < 0.03*mu_ad
assert abs(change[1] + expected) < 0.03*mu_ad


# --- Thermal rounding at mu = omega/2 -----------------------------------
def thermal_direct(mu, T):
    def numerator(e):
        return (expit((mu - e)/T) + expit(-(mu + e)/T))*e*e/(e + omega/2)
    core = quad(numerator, 0, omega, weight='cauchy', wvar=omega/2,
                limit=400)[0]
    tail = quad(lambda e: numerator(e)/(e - omega/2), omega,
                omega + mu + 60*T, limit=400)[0]
    return core + tail


thermal_rows = []
for T in (1e-4, 3e-4, 1e-3):
    direct = thermal_direct(omega/2, T)
    low_T = omega/4*(2 + np.log(np.pi*T/(2*omega)) - np.euler_gamma)
    factor = expit(omega/T) - 0.5
    blocked_im = thermal_average(omega/2, T, omega + 1e-9j).imag
    assert abs(blocked_im/(np.pi*omega/4) - (1 - factor)) < 2e-3
    if T < 5e-4:                          # next term is of order T^2/omega
        assert abs(direct - low_T) < 2e-3*omega
    thermal_rows.append((T, direct, low_T, factor))

# detuning 2*mu - omega at which the on-shell shift equals the detuning
window = brentq(lambda x: x + K*shift_function((omega + x)/2), 1e-6, 1e-3)

# --- Output -------------------------------------------------------------
print(f"hopping t = {hop} Ha, slope t' = {hop_slope} Ha/a0, b = {bond} a0")
print(f"reduced mass M = {mass:.0f} m_e, omega = {omega} Ha"
      f" = {omega*to_cm:.1f} cm^-1")
print(f"velocity v = {velocity:.4f} a.u., coupling g = {coupling:.3f} Ha/a0")
print(f"cell area A = {area:.3f} a0^2, K = {K:.6f} (dimensionless)")
print(f"threshold omega/2 = {omega/2:.4f} Ha")
print(f"undoped damping gamma = {gamma0:.4e} Ha")
print(f"undoped full width 2 gamma = {2*gamma0:.4e} Ha"
      f" = {2*gamma0*to_cm:.2f} cm^-1")
print("T=0 table: mu (Ha), S (Ha), shift (Ha), shift (cm^-1), width (cm^-1)")
for mu in (0.001, 0.002, 0.003, 0.0034, 0.0036, 0.004, 0.006, 0.010, 0.012):
    S = shift_function(mu)
    width = 2*gamma0 if mu < omega/2 else 0.0
    print(f"  {mu:.4f} {S:+.6f} {K*S:+.3e} {K*S*to_cm:+.2f}"
          f" {width*to_cm:.2f}")
print(f"sign change: y = coth y = {y_zero:.5f}, mu = {mu_zero:.6f} Ha")
print(f"detuning where shift equals detuning = {window:.3e} Ha")
print(f"real-time undoped decay = {decay_undoped:.4e} Ha")
print("real-time: mu, shift from motion, K*S, decay rate (all Ha)")
for mu, moved, formula, decay in motion:
    print(f"  {mu:.4f} {moved:+.3e} {formula:+.3e} {decay:+.2e}")
print(f"lattice sums: {n_grid} x {n_grid} k points, T = {T_lat} Ha,"
      f" Im z = {z_lat.imag} Ha")
print("lattice dynamic S and Dirac S at complex z (Ha):")
for mu, lat, dirac in lattice_rows:
    print(f"  mu {mu:.4f}: {lat.real:+.6f}{lat.imag:+.6f}i"
          f"  {dirac.real:+.6f}{dirac.imag:+.6f}i")
print(f"static changes on doping to mu = {mu_ad} Ha, in units of S (Ha):")
print(f"  interband {change[0]:+.6f}, intraband {change[1]:+.6f}")
print(f"  Dirac value of each, magnitude {expected:.6f}")
print(f"  frozen displacement, total {frozen:+.3e}")
print(f"  residual adiabatic shift = {K*frozen*to_cm:+.4f} cm^-1")
print("mu = omega/2: T (Ha), T (K), S direct, S low-T (Ha),"
      " shift (cm^-1), damping factor")
for T, direct, low_T, factor in thermal_rows:
    print(f"  {T:.4f} {T*to_kelvin:.1f} {direct:+.6f} {low_T:+.6f}"
          f" {K*direct*to_cm:+.2f} {factor:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
hopping t = 0.1 Ha, slope t' = 0.1 Ha/a0, b = 2.7 a0
reduced mass M = 11000 m_e, omega = 0.007 Ha = 1536.3 cm^-1
velocity v = 0.4050 a.u., coupling g = 0.150 Ha/a0
cell area A = 18.940 a0^2, K = 0.005370 (dimensionless)
threshold omega/2 = 0.0035 Ha
undoped damping gamma = 2.9524e-05 Ha
undoped full width 2 gamma = 5.9047e-05 Ha = 12.96 cm^-1
T=0 table: mu (Ha), S (Ha), shift (Ha), shift (cm^-1), width (cm^-1)
  0.0010 -0.000029 -1.537e-07 -0.03 12.96
  0.0020 -0.000274 -1.470e-06 -0.32 12.96
  0.0030 -0.001489 -7.994e-06 -1.75 12.96
  0.0034 -0.004010 -2.153e-05 -4.73 12.96
  0.0036 -0.003860 -2.073e-05 -4.55 0.00
  0.0040 -0.000739 -3.969e-06 -0.87 0.00
  0.0060 +0.003664 +1.967e-05 +4.32 0.00
  0.0100 +0.008721 +4.683e-05 +10.28 0.00
  0.0120 +0.010949 +5.880e-05 +12.90 0.00
sign change: y = coth y = 1.19968, mu = 0.004199 Ha
detuning where shift equals detuning = 3.693e-05 Ha
real-time undoped decay = 2.9535e-05 Ha
real-time: mu, shift from motion, K*S, decay rate (all Ha)
  0.0030 -7.953e-06 -7.994e-06 +2.97e-05
  0.0060 +1.963e-05 +1.967e-05 -4.20e-10
  0.0120 +5.852e-05 +5.880e-05 +9.11e-12
lattice sums: 1200 x 1200 k points, T = 0.001 Ha, Im z = 0.001 Ha
lattice dynamic S and Dirac S at complex z (Ha):
  mu 0.0035: +0.000165+0.002197i  +0.000166+0.002196i
  mu 0.0100: +0.007907+0.005088i  +0.007909+0.005085i
static changes on doping to mu = 0.01 Ha, in units of S (Ha):
  interband +0.008629, intraband -0.008678
  Dirac value of each, magnitude 0.008614
  frozen displacement, total -4.876e-05
  residual adiabatic shift = -0.0575 cm^-1
mu = omega/2: T (Ha), T (K), S direct, S low-T (Ha), shift (cm^-1), damping factor
  0.0001 31.6 -0.004154 -0.004155 -4.90 0.5000
  0.0003 94.7 -0.002227 -0.002232 -2.62 0.5000
  0.0010 315.8 -0.000063 -0.000125 -0.07 0.4991
ALL CHECKS PASSED
```
